# Invisible mask changes and non-uniqueness in thin-mask inverse lithography, part 2

A projection scanner images a mask onto a wafer, and different masks can give the same image. The problem here is how the edges of a binary mask can move without changing the image. Lengths are measured at the wafer; mask lengths are larger by the reduction factor. The amplitude transmission $t$ is 1 where clear and 0 where opaque; negative $t$ means a phase shift of $\pi$.

A thin mask multiplies the illuminating wave by the same $t$ for every source point. With $T$ the spectrum of $t$, $S$ the source weight at source frequency $\mathbf s$, and $P$ the pupil function, zero beyond $\mathrm{NA}/\lambda$, the image is

$$I(\mathbf x)=\int S(\mathbf s)\left|\int P(\mathbf f+\mathbf s)\,T(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f\right|^2d^2s. \tag{5}$$

Here $\lambda$ is the vacuum wavelength, NA the wafer-side numerical aperture and $\sigma$ the outer source filling factor. Mask frequencies above $f_c=\mathrm{NA}(1+\sigma)/\lambda$ are invisible.

The mask consists of lines parallel to $y$, with period $p$ and $N$ openings per period. Its edges are $x_1<\dots<x_{2N}$, with $s_j=(-1)^j$: $-1$ for left edges of openings, $+1$ for right edges. Order $t_k$ has frequency $k/p$. For an opening from $a$ to $b$,

$$t_k=\sum_{\text{openings}}\frac{e^{-2\pi ika/p}-e^{-2\pi ikb/p}}{2\pi ik},\qquad t_0=\sum_{\text{openings}}\frac{b-a}{p}, \tag{16}$$

the first for $k\ne0$. The visible orders are $|k|\le K$, where $K$ is the largest integer with $K/p\le f_c$. Edge velocities $v_j$ keep them constant when

$$\sum_{j=1}^{2N}s_jv_j\,z_j^{\,k}=0\quad(|k|\le K),\qquad z_j=e^{-2\pi ix_j/p}. \tag{18}$$

For $N\ge K+1$ this leaves $2N-2K-1$ free parameters. For $N\le K$ the mask is rigid: no other mask with $0\le t\le1$ shares its visible orders. Invisible changes do exist for masks with grey regions ($0<t<1$ with a margin), and for binary masks with opaque intervals if $-1\le t\le1$ is permitted.

The "real-space test" in the final output is a separate check: $t=0.5+0.3\cos(2\pi x/p)$ with an added ripple, $p=240$ nm, six source points at $\pm0.6$, $\pm0.75$ and $\pm0.9$ times $\mathrm{NA}/\lambda$, and pupil $(1-u^2)^4$ with $u=f\lambda/\mathrm{NA}$. Its 2 nm sampling places the 360 nm cut at 359 nm.

### The velocity law for one free parameter

For $N=K+1$ there is a single free direction, and it can be written down. Let $n=2K+2$ be the number of edges. A polynomial $g(z)$ of degree at most $n-1$ equals its Lagrange interpolation through the $n$ points $z_j$:

$$g(z)=\sum_{j}g(z_j)\prod_{l\ne j}\frac{z-z_l}{z_j-z_l}.$$

If the degree of $g$ is at most $n-2=2K$, the coefficient of $z^{n-1}$ on the right must vanish:

$$\sum_j\frac{g(z_j)}{\prod_{l\ne j}(z_j-z_l)}=0. \tag{21}$$

For $|k|\le K$ the choice $g(z)=z^{K+k}$ is allowed, since $0\le K+k\le2K$. Comparison with (18) shows that a solution is

$$s_jv_j\propto\frac{z_j^{K}}{\prod_{l\ne j}(z_j-z_l)}. \tag{22}$$

To make this real, write $\theta_j=2\pi x_j/p$, so that $z_j=e^{-i\theta_j}$ and

$$z_j-z_l=-2i\,e^{-i(\theta_j+\theta_l)/2}\sin\frac{\theta_j-\theta_l}{2}. \tag{23}$$

The product over the $2K+1$ values $l\ne j$ contains the phase $e^{-i\phi}$ with

$$\phi=\frac{(2K+1)\theta_j}{2}+\frac12\sum_{l\ne j}\theta_l=K\theta_j+\frac12\sum_{l}\theta_l .$$

The part $e^{-iK\theta_j}$ cancels $z_j^K$ in (22). The remaining phase and the factor $(-2i)^{2K+1}$ are the same for all $j$. Hence

$$s_jv_j\propto\frac{1}{\prod_{l\ne j}\sin[\pi(x_j-x_l)/p]}. \tag{24}$$

All differences $x_j-x_l$ lie between $-p$ and $p$, so a sine is negative exactly when $l>j$. There are $2K+2-j$ such factors, and their product has the sign $(-1)^j=s_j$. This sign cancels, leaving

$$v_j=\frac{c}{\prod_{l\ne j}\left|\sin[\pi(x_j-x_l)/p]\right|}, \tag{25}$$

with one constant $c$ common to all edges.

All edges move in the same direction. An edge with close neighbours has small factors in the denominator and moves fast; an isolated edge moves slowly. If the edges are equally spaced, all products are equal and the whole pattern translates. This is a useful limiting case: the pattern then has period $p/(K+1)$, its first order lies beyond $f_c$, and the image is uniform, so a translation cannot be seen. Equation (25) generalizes this hidden translation to masks whose image is not uniform.

Solving $dx_j/d\tau=v_j$ with $c$ chosen at each step so that the mean velocity is one gives a path along which $\tau$ is the mean edge shift. The visible orders remain constant for as long as the edges stay distinct.

### A main opening with three assists

The example has $\lambda=193.4$ nm, $\mathrm{NA}=1.35$, an immersion fluid of index 1.44, fourfold reduction and $p=240$ nm. The source has two poles in the $x$ direction, with $\sigma$ from 0.6 to 0.9, sampled by 24 points. The light is polarized along the lines, so all diffracted fields are parallel and add as scalars. Then

$$\frac{\mathrm{NA}}{\lambda}=\frac{1.35}{193.4\ \text{nm}}=0.00698\ \text{nm}^{-1},\qquad f_c=1.9\times0.00698\ \text{nm}^{-1}=0.01326\ \text{nm}^{-1}.$$

The shortest visible period is 75.4 nm, or 302 nm on the mask. Since $pf_c=3.18$, $K=3$.

Mask A has a 60 nm main opening centred at $x=0$ and three 16 nm assists centred at $-70$, 70 and 120 nm. Assists are narrow openings meant to shape the image of the main opening. Here $N=4=K+1$, so one free parameter exists. The mean transmission is $t_0=(60+3\times16)/240=0.45$. For an opening of width $w$ centred at $x_0$, (16) gives the contribution $e^{-2\pi ikx_0/p}\sin(\pi kw/p)/(\pi k)$. With $\pi\times60/240=45^\circ$ and $\pi\times16/240=12^\circ$,

$$t_1=\frac{\sin45^\circ+2\cos105^\circ\sin12^\circ-\sin12^\circ}{\pi}=\frac{0.7071-0.1076-0.2079}{\pi}=0.1246.$$

The starting velocities from (25), scaled to mean one, are 0.25 for both edges of the main opening, 0.95 and 1.23 for the edges of the assists at $\pm70$ nm, and 1.57 for those of the assist at 120 nm. They agree with the free direction found by numerical differentiation to within $10^{-5}$.

Following the path to a mean shift of 8 nm gives mask B, with these openings:

- main opening from $-27.4$ to 31.8 nm;
- assists from $-66.2$ to $-52.2$ nm, from 68.1 to 86.0 nm, and from 123.4 to 140.4 nm.

The assist centres have moved by 10.8, 7.1 and 11.9 nm, and the main opening by 2.2 nm. The opening widths still add up to 108 nm, as constant $t_0$ demands. Mask A is symmetric about $x=0$ and mask B is not.

The visible orders of the two masks agree to $2\times10^{-13}$, while order 4 has changed by 0.138. Images were computed from (5) with all orders up to $|k|=40$ offered to the lens. The pupil included the amplitude factor for the change of ray angle between mask and wafer. As fractions of the clear-field intensity, the image of A ranges from 0.13 to 0.49, and the images of A and B differ by less than $2\times10^{-13}$, both in focus and at 60 nm defocus.

The small movement of the main opening is essential. If the assists take their positions from mask B while the main opening stays as in mask A, the image changes by up to 0.034 of the clear field. Doubling the number of source points changes the image of A by up to 0.008, so details of its shape are good to about that level. The equality of A and B is unaffected, because it holds for each source point separately.

### How large the freedom is

The path to mask B explores only binary masks. To find the largest invisible change among all masks with $0\le t'\le1$, divide the period into 120 pixels of 2 nm and maximize

$$\Delta=\frac1p\left[\int_{\text{open}}(1-t')\,dx+\int_{\text{opaque}}t'\,dx\right] \tag{26}$$

at fixed visible orders. "Open" and "opaque" refer to the original mask $t$. In this range $\Delta$ is the mean of $|t'-t|$. Both $\Delta$ and the constraints are linear in the pixel values, so linear programming finds the maximum for this pixel size.

For mask A the maximum is 0.53. For comparison, the edge shifts leading to mask B add up to 64 nm, and each is smaller than the distance from that edge to the next edge on its right, so the shifted strips do not overlap and B has $\Delta=64/240=0.27$. When the assist at 120 nm is removed, $N=3=K$ and the maximum falls to $1.5\times10^{-15}$, zero within rounding. Adding one assist takes the mask from rigidity to a large freedom. The rigidity refers to exact equality of the visible orders and weakens quickly when a small error is tolerated. With 0.25 nm pixels, if the real and imaginary parts of the visible orders of the three-opening mask may each move by $10^{-4}$, $\Delta$ reaches about 0.03 and the image changes by 0.0002 of the clear field. If they may move by $10^{-3}$, $\Delta$ reaches 0.09 and the image changes by 0.0014.

For the same three-opening mask with $-1\le t'\le1$, the maximum of (26) is 0.60 (0.61 with 0.5 nm pixels). Here $\Delta$ is no longer the mean of $|t'-t|$, since $t'$ may be negative in the opaque regions, but a nonzero value still proves that $t'\ne t$. Permission to use phase-shifted light has removed the rigidity.

### Where mask thickness breaks the equality

A real absorber is not thin. For light polarized along the lines, each order $E_k(z)$ of the field inside the absorber obeys

$$\frac{d^2E_k}{dz^2}=k_{x,k}^2E_k-\left(\frac{2\pi}{\lambda}\right)^2\sum_l\varepsilon_{k-l}E_l, \tag{27}$$

where $z$ is depth, $k_{x,k}$ the transverse wave number of order $k$ at the mask, and $\varepsilon_m$ the orders of the permittivity. The sum couples the orders. Light can be scattered into order 4 and back into order 0, so the visible light depends on mask harmonics beyond $f_c$. It also depends on the illumination angle through $k_{x,k}$. Both effects contradict the assumption that led to (5).

Equation (27) was solved for an absorber 50 nm thick (a mask length) with index $1.2+2.3i$, on glass of index 1.56, with air in the openings. These are rough values for an opaque absorber of the molybdenum-silicide type. An unpatterned layer passes 0.0007 of the clear-field intensity at the outermost source angle.

With thickness included, the images of A and B differ by up to 0.012 of the clear field. Going from 61 to 81 orders alters this difference by $2\times10^{-5}$. The difference between A and B is about a third of the change found when only the assists were moved on a thin mask. Thickness also changes the image of mask A itself, by up to 0.08.

The printed feature can be estimated by cutting the image at a fixed intensity level. With the level halfway between the extremes of the thick-mask image of A, 0.244, and the same level used for B, the bright region around $x=0$ is about 59 nm wide for both masks, and about 0.5 nm narrower for B than for A. Its centre is at 0 for A and at about 0.4 nm for B. In the thin-mask model, with the level halfway between the extremes of that image, the width is about 55 nm for both masks (55.6 nm with the 24 source points used here).

The thick-mask figures belong to this focus and this level. Doubling the number of source points changes the centre of B by less than 0.1 nm. It changes the widths by about 1 nm if the level is reset to the new midpoint, and by about 0.2 nm if the level is held at 0.244. With the source integral converged and the level reset, the region is about 58 nm wide and about 0.4 nm narrower for B than for A. Raising or lowering the level by 15% moves the centre of B between about 0.3 and 0.6 nm. At 60 nm defocus in one direction the bright region shrinks to about 33 nm at this level. The width difference then changes sign, the region is about 1 nm wider for B than for A, and the centre of B lies within 0.1 nm of zero. At 60 nm defocus in the other direction the region stays about 61 nm wide, is about 0.5 nm narrower for B, and the centre of B lies at 0.6 to 0.7 nm. The figures also depend on the absorber. With the level reset to the midpoint, the in-focus centre of B is at about 0.2 nm for a thickness of 40 nm and at about 0.7 nm for 60 nm, while the image difference stays between 0.010 and 0.013.

### The example beside a real scanner

The wavelength, aperture and reduction are roughly those of argon-fluoride immersion scanners. The 16 nm assists are 64 nm wide on the mask. The narrowest assist of mask B is 14.0 nm, or 56 nm on the mask, so a rule on minimum width could accept A and reject B although their thin-mask images coincide. Rounding the edges of B to a 1 nm grid on the mask changes its thin-mask image by 0.001 of the clear field, about a tenth of the thickness effect; for other masks along the path from A to B the rounding error lies between 0.0005 and 0.002. Of the neglected effects that were sized, mask thickness is the largest: in this example it turns an exact equality into a placement difference of about 0.4 nm, in focus, at the chosen intensity level and for the 50 nm absorber. Source points outside the $x$ direction, stray light in the lens and the response of the resist were left out, and their effect on the difference between A and B has not been estimated.

For an inverse calculation based on a thin mask, the consequence depends on the mask and on the permitted range of $t$. If a periodic mask contains grey regions, if it has opaque regions that may be given either sign of $t$, or if it is binary with more openings per period than the lens sees harmonics, a cost function built from the image alone is constant along the families found here. Its minimum cannot then be a single mask with such freedom, and some further criterion has to choose, such as minimum width, tolerance to writing errors, or the image computed with mask thickness. If the mask is binary with $N\le K$ and $0\le t\le1$ is enforced, these exact families are absent, although noticeably different masks can still give nearly the same image, so the cost function may remain shallow near its minimum. The numerical output that follows gives the edge positions and image differences in full.

## Numbers as computed

```
Wavelength 193.4 nm, NA 1.35, fluid index 1.44, reduction 4
Source sigma 0.6 to 0.9, period 240 nm
Pupil limit NA/lambda: 0.006980 1/nm
Cutoff f_c: 0.013263 1/nm; shortest visible period 75.40 nm
Same shortest period on the mask: 301.6 nm
period*f_c = 3.183, so K = 3
Real-space test, grey mask, ripple amplitude 0.1 (fraction of peak):
  ripple at 1.02 f_c: image change 2.7e-10
  ripple at 0.80 f_c: image change 0.0220
  ripple at 1.02 f_c cut to |x|<360 nm: change 0.04721
Free parameters for N = 3, 4, 5 openings: [0, 1, 3]
Mask A edges (nm): -78 -62 -30 30 62 78 112 128
Starting velocities (mean 1): 1.227 0.947 0.254 0.254 0.947 1.227 1.571 1.571
Mask B edges (nm): -66.200 -52.238 -27.378 31.778 68.134 86.027 123.444 140.434
Edge shifts B-A (nm): 11.800 9.762 2.622 1.778 6.134 8.027 11.444 12.434
Mask B opening widths (nm): 13.961 59.156 17.893 16.990
Mask B dark widths (nm): 24.860 36.356 37.417 33.367
Visible orders 0..3 of A: 0.45000 0.12464 0.11177 0.10086
Largest change of a visible order: 2.1e-13
Change of order 4 (modulus): 0.13837
Thin image A, min and max (clear field = 1): 0.1310 0.4892
Thin image change A to B, in focus: 1.6e-13
Thin image change A to B, 60 nm defocus: 1.4e-13
Control, only assists moved: image change 0.03409
Image shift on doubling the source points: 0.00845
Mask B rounded to 1 nm mask grid: image change 0.00107
Largest invisible change by linear programming (mean over period):
  N = 3, 0<=t<=1: 1.5e-15
  N = 4, 0<=t<=1: 0.5345
  N = 3, -1<=t<=1 (signed measure): 0.6047
Absorber: index 1.2+2.3i, 50 nm; glass 1.56
Absorber intensity leak relative to clear: 0.00071
Thick against thin image of A, largest change: 0.0824
Thick image change A to B: 0.01171
  image shift, 61 to 81 orders: 0.000423
  shift of the A-to-B change, 61 to 81 orders: 0.000016
Thin: level 0.3101, bright width 55.58 nm (A and B)
Thick: level 0.2443, width A 59.19 nm, B 58.72 nm
Thick: centre A 0.000 nm, B 0.438 nm
```
